# Removed Core Poles and the Wigner–Eisenbud Background of a Norm-Conserving Pseudopotential

An atom is cut by a sphere of radius \(r_c\). Outside, a valence electron feels the same potential whether the inside holds the true atom or a pseudopotential. For a given angular momentum, all that the outside learns about the inside is one number at each energy, the logarithmic derivative at \(r_c\). The problem asks what happens to this number when the core states are removed.

Hartree atomic units are used, with angular momentum \(l=0\). The potential \(V(r)\) is real, local, independent of energy, and at most Coulomb-singular at the origin. The regular solution \(u(r,E)\) obeys

\[
-\tfrac12u''+Vu=Eu,\qquad u(0)=0,\quad u'(0)=1,\qquad L(E)=\frac{u'(r_c,E)}{u(r_c,E)} .
\]

A prime on \(u\) means \(d/dr\). The numbers belong to a model atom with round parameters,

\[
V(r)=-\frac{1+2e^{-2r}}{r},
\]

whose lowest s level, at \(-1.944\) hartree, is the core. The second s level, \(\varepsilon=-0.2010\) hartree (\(-5.470\) eV), is the valence state. Its node lies at 0.849 bohr, and \(r_c=2\) bohr unless stated otherwise. The potential is held fixed, so the response of other electrons is left out.

## (a) The pole sum

**Let \(w_n\) be the normalized eigenfunctions on \([0,r_c]\) with \(w_n(0)=0\) and \(w_n'(r_c)=b\,w_n(r_c)\), where \(b\) is any real number, and let \(E_n\) be their energies. Expand \(u\) in them and find \(R_b(E)=1/(L-b)\).**

*Solution.* Multiply the equation for \(u\) by \(w_n\), the equation for \(w_n\) by \(u\), and subtract. The potential cancels:

\[
-\tfrac12(w_nu''-u\,w_n'')=(E-E_n)\,w_nu .
\]

The bracket is the derivative of \(w_nu'-u\,w_n'\), which vanishes at \(r=0\). Integrating to \(r_c\), using the boundary condition on \(w_n\), and changing the overall sign gives

\[
(E_n-E)\int_0^{r_c}w_nu\,dr=\tfrac12w_n(r_c)\,[u'(r_c)-b\,u(r_c)] .
\]

The integral is the expansion coefficient \(c_n\) of \(u\). At large \(n\) the kinetic energy dominates, so \(w_n\) approaches \(\sqrt{2/r_c}\,\sin k_nr\) with \(k_nr_c\approx(n-\tfrac12)\pi\). Hence \(c_n\) falls as \(1/n^2\) while \(w_n\) stays bounded. The series \(\sum c_nw_n\) therefore converges uniformly to a continuous function. By completeness that function is \(u\), and the equality holds at the end point \(r_c\) too, although \(u\) does not obey the boundary condition of the \(w_n\). Setting \(r=r_c\) and dividing by \(u'-bu\),

\[
R_b(E)=\frac{u}{u'-bu}\bigg|_{r_c}=\sum_n\frac{g_n}{E_n-E},\qquad g_n=\tfrac12w_n(r_c)^2>0 .
\]

This is the Wigner–Eisenbud sum. The residue parameter \(g_n\) cannot vanish: if \(w_n(r_c)=0\), the boundary condition gives \(w_n'(r_c)=0\) as well, and then \(w_n=0\) everywhere. "Positive residues" refers to the form \(g_n/(E_n-E)\). Here \(R_b\) is a length; a common convention divides it by \(r_c\).

For \(b=0\) the sum is the inverse logarithmic derivative \(1/L\). The free particle checks it: with \(V=0\), \(g_n=1/r_c\) and \(E=k^2/2\),

\[
R_0=\frac{2}{r_c}\sum_n\frac{1}{k_n^2-k^2}=\frac{\tan kr_c}{k},
\]

which is the partial-fraction series of the tangent and equals \(u/u'\) for \(u\propto\sin kr\).

The convergence is slow. The terms beyond \(n=N\) add up to about

\[
\sum_{n>N}\frac{1}{r_c}\,\frac{2r_c^2}{(n-\frac12)^2\pi^2}\approx\frac{2r_c}{\pi^2N},
\]

or 0.01013 bohr for \(N=40\). In the model atom at \(E=-1\) hartree, forty poles give 0.79168 bohr. With the remainder this becomes 0.80181, against 0.80183 from direct integration of the radial equation.

## (b) Core poles and background

**Choose \(b=L(\varepsilon)\). How many poles lie below \(\varepsilon\), and what do they contribute near \(\varepsilon\)?**

*Solution.* With this \(b\), the valence function itself satisfies the boundary condition, so \(\varepsilon\) is one of the \(E_n\). To count the poles below it, differentiate the radial equation with respect to \(E\), writing \(u_E=\partial u/\partial E\):

\[
u_E''=2(V-E)u_E-2u .
\]

Then \((u\,u_E'-u'u_E)'=u\,u_E''-u''u_E=-2u^2\), and since the bracket vanishes at the origin,

\[
u\,u_E'-u'u_E=-2N(r),\qquad N(r)=\int_0^ru^2\,dr' .
\]

Two facts follow. Dividing by \(u^2\) at \(r_c\) gives

\[
\frac{dL}{dE}=-\frac{2N(r_c)}{u(r_c)^2}<0 .
\]

At a node \(r_0(E)\), where \(u=0\), the identity gives \(u_E=2N/u'\), so

\[
\frac{dr_0}{dE}=-\frac{u_E}{u'}=-\frac{2N(r_0)}{u'(r_0)^2}<0 .
\]

At very negative energy \(u\) has no node and \(L\) is large and positive. As \(E\) rises, \(L\) falls to \(-\infty\), a node enters through \(r_c\), and \(L\) restarts at \(+\infty\). Nodes move inward and are not lost, because \(u\approx r\) near the origin. Each branch of \(L\) crosses the value \(b\) once, so \(w_n\) has \(n-1\) nodes inside the sphere. The number of poles below \(\varepsilon\) is thus the number of valence nodes inside \(r_c\). These are the core poles.

Separate the valence pole, with residue \(g\), from the rest:

\[
R_b(E)=\frac{g}{\varepsilon-E}+B(E),\qquad B=B_{\rm core}+B_{\rm above},
\]

\[
B_{\rm core}=-\sum_{E_n<\varepsilon}\frac{g_n}{E-E_n},\qquad
B_{\rm above}=\sum_{E_n>\varepsilon}\frac{g_n}{E_n-E}.
\]

Near \(\varepsilon\) both parts are smooth and rising. The core part is negative and concave, since its second derivative is \(-2\sum g_n/(E-E_n)^3\). The part from above is positive and convex.

In the model atom \(b=0.4858\) bohr\(^{-1}\). The core pole lies at \(-1.9910\) hartree with \(g_1=0.05657\) hartree bohr, and the valence residue is \(g=0.87988\) hartree bohr. The core energy differs from the free-atom value because the boundary condition at \(r_c\) is set by the valence function. At the valence energy

\[
B_{\rm core}=\frac{0.05657}{-1.9910+0.2010}=-0.0316\ \text{bohr},
\]

while \(B_{\rm above}=0.2954\) bohr, so the total is 0.2638 bohr. The core tail is about a ninth of the part from above.

It is small because the core function \(w_1\) is small at \(r_c\), which makes \(g_1\) only about a tenth of the residues above. The free particle shows the opposite case. Take \(kr_c=3\pi/2\), where \(b=0\) and there is one node inside. All residues equal \(1/r_c\), and

\[
B=\frac{2r_c}{\pi^2}\left[-\frac12+\sum_{n\ge3}\frac{1}{(n-2)(n+1)}\right]
=\frac{2r_c}{\pi^2}\left[-\frac12+\frac{11}{18}\right].
\]

The denominators come from \((n-\tfrac12)^2-\tfrac94=(n-2)(n+1)\). The pole below now cancels nine elevenths of the part from above.

## (c) What norm conservation fixes

**Expand \(L\) about \(\varepsilon\) and identify the role of the norm inside the sphere.**

*Solution.* Put \(\delta=E-\varepsilon\). Then \(R_b=-g/\delta+B=-(g-B\delta)/\delta\), and inversion gives

\[
L-b=-\frac{\delta}{g-B(E)\,\delta}
=-\frac{\delta}{g}-\frac{B(\varepsilon)}{g^2}\,\delta^2+O(\delta^3).
\]

The valence eigenfunction in the sphere is \(w=u/\sqrt{N(r_c)}\), so

\[
g=\frac{u(r_c)^2}{2N(r_c)},\qquad \frac{dL}{dE}\bigg|_\varepsilon=-\frac1g,\qquad \frac{d^2L}{dE^2}\bigg|_\varepsilon=-\frac{2B(\varepsilon)}{g^2}.
\]

The slope agrees with part (b). A pseudo-function with the right value and slope at \(r_c\) puts a pole at \(\varepsilon\). If it also has the right norm inside, that pole has the right residue. Norm conservation says nothing about \(B\), which first appears in the curvature of \(L\).

For the model atom the slope is \(-1/0.87988=-1.1365\) bohr\(^{-1}\) hartree\(^{-1}\). The curvature is \(-2(0.26381)/(0.87988)^2=-0.6815\) bohr\(^{-1}\) hartree\(^{-2}\), the value also found by differencing \(L\). A pseudo-function with the correct boundary value but only 0.9 of the norm gives 0.900 of the correct slope, so its error in \(L\) is already linear in \(\delta\).

## (d) The error left by a pseudopotential

**A norm-conserving pseudopotential has a nodeless valence function. Find its error in \(L\), state what its poles must imitate, and decide whether the imitation can be perfect over an energy interval.**

*Solution.* Use the same \(b\) for both potentials. They share \(\varepsilon\) and \(g\) but have backgrounds \(B_{\rm AE}\) (all-electron atom) and \(B_{\rm PS}\) (pseudopotential). Subtracting the two forms of \(L-b\),

\[
\begin{aligned}
L_{\rm PS}-L_{\rm AE}
&=\frac{\delta}{g-B_{\rm AE}\delta}-\frac{\delta}{g-B_{\rm PS}\delta}\\
&=\frac{\delta^2\,(B_{\rm AE}-B_{\rm PS})}{(g-B_{\rm AE}\delta)(g-B_{\rm PS}\delta)} ,
\end{aligned}
\]

with both backgrounds taken at \(E\). No expansion has been made. The leading error is \(\delta^2[B_{\rm AE}(\varepsilon)-B_{\rm PS}(\varepsilon)]/g^2\), and it vanishes when

\[
B_{\rm PS}(\varepsilon)=B_{\rm core}(\varepsilon)+B_{\rm above}(\varepsilon).
\]

The pseudopotential must therefore imitate the whole smooth background of the atom. The tail of the removed core poles is one part of it. By the count in part (b), which holds for a potential that is local within the \(l\) channel, a nodeless valence function leaves no pole below \(\varepsilon\), so such a pseudopotential has to build this sum from poles above. It cannot supply the negative core tail as a separate piece; it can only have a smaller positive total. If it reproduces \(B_{\rm above}\) and ignores the core, the quadratic error \(\delta^2B_{\rm core}(\varepsilon)/g^2\) remains.

For a local pseudopotential with a nodeless valence function, perfect imitation on an interval is impossible. Each \(R_b\) is a meromorphic function of \(E\). If two such functions agree on an interval, they agree everywhere, poles included. The pseudopotential would then need the core poles, which it does not have. The match is local in energy, and its quality is measured by how many derivatives of \(B\) agree at \(\varepsilon\).

## (e) When the background can be matched

**Express \(B_{\rm PS}(\varepsilon)\) through the pseudo-function. Deduce a condition on the atom, and examine it as \(r_c\) approaches the outermost node.**

*Solution.* Let \(L(r,E)=u'/u\) at every radius. This is allowed because the pseudo-function has no node. From \(L'=u''/u-(u'/u)^2\),

\[
L'=2(V-E)-L^2 .
\]

Two derivatives with respect to \(E\) give

\[
L_E'=-2-2LL_E,\qquad L_{EE}'=-2L_E^2-2LL_{EE}.
\]

Multiply the last equation by \(u^2\) and use \((u^2)'=2Lu^2\). The terms with \(LL_{EE}\) cancel, and with \(L_E=-2N/u^2\) from part (b),

\[
(u^2L_{EE})'=-2u^2L_E^2=-\frac{8N^2}{u^2}.
\]

Near the origin \(u^2L_{EE}\) vanishes. Integrate to \(r_c\), scale \(u\) so that \(N(r_c)=1\), and insert \(g=u(r_c)^2/2\):

\[
B_{\rm PS}(\varepsilon)=-\frac{g^2}{2}L_{EE}(r_c)=u(r_c)^2\int_0^{r_c}\frac{N(r)^2}{u(r)^2}\,dr>0 .
\]

The sign agrees with the pole sum, in which every term is positive. For the all-electron function the integral diverges at the node, so this formula does not apply there. A second-order match thus requires

\[
B_{\rm AE}(\varepsilon)>0 ,
\]

that is, the core tail must not outweigh the poles above. This condition, like the pole count behind it, holds for a potential that is local within the \(l\) channel. A separable nonlocal (Kleinman–Bylander) form keeps \(\varepsilon\) and \(g\) but has its own background, and it can place a pole below \(\varepsilon\), a ghost state, even though the valence function has no node; \(B_{\rm PS}\) can then be negative. For example, take \(r_c=1.2\) bohr and the untuned function of part (f). A separable form whose local part lies \(30\,(1-r^2/r_c^2)^2\) hartree below \(V_{\rm PS}\) has a pole near \(-2.2\) hartree and \(B_{\rm PS}\approx-0.7\) bohr.

Now let \(r_c\) approach the outermost node \(r_0\) from outside, with \(x=r_c-r_0(E)\). At the node \(u''=2(V-E)u=0\), so \(u\) is linear in \(x\) up to cubic terms and \(L=1/x+O(x)\). Differentiating twice in \(E\), the strongest term is

\[
L_{EE}\approx\frac{2}{x^3}\left(\frac{dr_0}{dE}\right)^2>0 ,
\]

because \(dr_0/dE\) is not zero. Hence \(B_{\rm AE}=-g^2L_{EE}/2\) is negative close to the node. There a local, nodeless norm-conserving potential can have the right slope of \(L\), but not the right curvature.

The model atom shows the competition, with all backgrounds in bohr:

| \(r_c\) (bohr) | core | above | total |
|---|---|---|---|
| 1.2 | −0.487 | 0.150 | −0.337 |
| 1.6 | −0.175 | 0.221 | 0.047 |
| 2.0 | −0.032 | 0.295 | 0.264 |
| 2.4 | −0.006 | 0.375 | 0.369 |

Going outward from the node, the total first changes sign at 1.55 bohr, well outside the node at 0.85 bohr. There the curvature of \(L\) vanishes, as a separate integration confirms.

From 1.6 to 2.4 bohr the core tail shrinks by a factor between five and six per 0.4 bohr. The decay of the core density accounts for only part of this. With \(\kappa=\sqrt{2\times1.944}=1.97\) bohr\(^{-1}\) the bare exponential \(e^{2\kappa(0.4)}\) is 4.8, but the Coulomb tail multiplies \(u^2\) by roughly \(r^{2/\kappa}\), and the free core density \(u^2\) falls by a factor of only about 4 per step. The boundary condition, whose \(b\) changes with radius, also alters the residue and position of the core pole; these effects are not separated here. At a generous radius the core tail is negligible, but the background from above must still be matched.

## (f) Three pseudopotentials

**Construct norm-conserving pseudopotentials with adjustable \(B_{\rm PS}\), and test whether the core tail matters.**

*Solution.* Write \(u_{\rm PS}=r\,e^{p}\) with \(x=r/r_c\) and

\[
p=p_{\rm match}(x^2)+(1-x^2)^4\,(a+d\,x^2).
\]

The cubic polynomial \(p_{\rm match}\) in \(x^2\) reproduces \(\ln(|u_{\rm AE}|/r)\) and its first three derivatives at \(r_c\), with \(u_{\rm AE}\) normalized to one inside the sphere. The second term has a fourfold zero at \(r_c\) and leaves them unchanged. Raising \(a\) raises \(u_{\rm PS}\) at every interior point, so at given \(d\) the norm fixes \(a\) uniquely. The parameter \(d\) remains free to adjust \(B_{\rm PS}\).

Inverting the radial equation, with \(u'/u=1/r+p'\) and

\[
\frac{u''}{u}=\left(\frac1r+p'\right)^2-\frac1{r^2}+p''=\frac{2p'}{r}+p'^2+p'',
\]

gives the potential

\[
V_{\rm PS}=\varepsilon+\frac{p'}{r}+\tfrac12\left(p''+p'^2\right).
\]

It is finite at the origin because \(p\) is even in \(r\), and \(V_{\rm PS}\) and its slope are continuous at \(r_c\) because \(p\) matches through its third derivative.

Three choices of \(d\) are compared at \(r_c=2\) bohr: untuned (\(d=0\)), tuned to \(B_{\rm above}\) with the core tail ignored, and tuned to the full background. The errors are \(L_{\rm PS}-L_{\rm AE}\) in \(10^{-3}\) bohr\(^{-1}\), at energies 0.2 hartree below and above \(\varepsilon\).

| case | \(B_{\rm PS}\) (bohr) | error below | error above |
|---|---|---|---|
| untuned | 0.345 | −3.64 | −5.03 |
| core ignored | 0.295 | −1.67 | −1.63 |
| full | 0.264 | −0.33 | 0.39 |

For the second case part (d) predicts, at \(\delta=0.01\) hartree,

\[
\frac{(0.01)^2(-0.0316)}{(0.8799)^2}=-4.08\times10^{-6}\ \text{bohr}^{-1},
\]

which is the error found by integrating the radial equation. The core tail, and nothing else, sets this quadratic coefficient. Doubling \(\delta\) from 0.01 to 0.02 hartree multiplies the error by \(2^{2.00}\) when the core is ignored and by \(2^{3.01}\) when it is included. The full match has removed the quadratic term. The change of sign across \(\varepsilon\) in the last row is that of a cubic error.

To judge the size, \(L\) itself changes by about \(-1.1365(0.2)-\tfrac12(0.6815)(0.2)^2=-0.24\) bohr\(^{-1}\) from \(\varepsilon\) to 0.2 hartree above it. Relative to this change, the error there is about 2% for the untuned case and 0.2% for the full match.

The cubic error comes from the slope of the background. At \(\varepsilon\) the core pole contributes \(0.0566/(1.790)^2=0.018\) bohr/hartree to \(dB_{\rm AE}/dE\), and the first two poles above contribute \(0.5833/(4.302)^2+0.5416/(11.298)^2=0.036\). In the fully tuned pseudopotential the first two poles above the valence, at 7.715 and 25.394 hartree, supply only 0.021. The difference, 0.0324 before the terms are rounded, divided by \(g^2=0.774\) hartree\(^2\) bohr\(^2\), predicts a cubic coefficient of about 0.042. The error at \(\delta=0.01\) hartree gives 0.044 in the same units; the rest comes from the poles left out of this estimate and, to a lesser extent, from the next order in \(\delta\).

The agreement is between sums, not between individual poles: the first two atomic poles above the valence lie at 4.10 and 11.10 hartree.

The match also has a price. The potential at the origin rises from 0.24 hartree (untuned) to 14.7 (core ignored) and 49.3 (full); in the last case it climbs further still, to a peak of about 100 hartree near 0.5 bohr. The integral in part (e) shows the direction of this change. If \(u\) is scaled down near the origin, \(N^2/u^2\) falls there in proportion to \(u^2\). Further out, where the displaced density collects, \(N\) is smaller and \(u^2\) larger, so the integrand falls there too. A smaller \(B_{\rm PS}\) is thus obtained by keeping \(N(r)\) small until far out, which means pushing the pseudo-density away from the origin, and in this family that is done by a repulsive inner barrier. Within this family at this radius, the better energy dependence is paid for with a much harder potential. Whether a more flexible form of \(p\) could avoid this is not settled by the three cases. The numerical output lists the lowest poles and residues for each case.

## Numbers as computed

```
Model: Q = 2.0, kappa = 2.0 1/bohr, rc = 2.0 bohr
free-atom core level    -1.943934 hartree
free-atom valence level -0.201004 hartree = -5.4696 eV
outermost valence node  0.8493 bohr
Inverse log derivative, b = 0: poles (hartree), residues (hartree bohr)
  n=1  E=-1.97076  g=0.03048
  n=2  E=0.17446  g=0.67290
  n=3  E=4.38383  g=0.57622
  n=4  E=11.36033  g=0.54019
Sum of 40 poles; estimated remainder 0.010132 bohr
  E=-1.0 hartree: u/u'=0.801830, sum=0.791682, sum+remainder=0.801814 bohr
  E=0.5 hartree: u/u'=-1.768410, sum=-1.778560, sum+remainder=-1.768428 bohr
b = L(eps) = 0.485757 1/bohr; atom poles with this b:
  n=1  E=-1.99096 hartree  g=0.05657 hartree bohr
  n=2  E=-0.20100 hartree  g=0.87988 hartree bohr
  n=3  E=4.10109 hartree  g=0.58328 hartree bohr
  n=4  E=11.09714 hartree  g=0.54164 hartree bohr
background at eps: core -0.031605, above 0.295417, total 0.263811 bohr
dL/dE = -1.13652 1/(bohr hartree)
d2L/dE2 = -0.68152 1/(bohr hartree^2), from poles -0.68152
slope ratio for norm 0.9: 0.90000
Pseudopotential: untuned, d = 0.00000
  V(0) = 0.2445 hartree, background B = 0.344876 bohr
  E (hartree): -0.2010, 2.6204, 7.5352
  g (hartree bohr): 0.8799, 0.4244, 0.4782
  L error (1/bohr) at eps-0.2: -3.638e-03, eps+0.2: -5.031e-03 hartree
  L error at eps+0.01: -1.056e-05, eps+0.02: -4.258e-05 1/bohr; order 2.012
Pseudopotential: core tail ignored, d = 8.47542
  V(0) = 14.6994 hartree, background B = 0.295417 bohr
  E (hartree): -0.2010, 5.1172, 13.8917
  g (hartree bohr): 0.8799, 0.8310, 0.4909
  L error (1/bohr) at eps-0.2: -1.668e-03, eps+0.2: -1.626e-03 hartree
  L error at eps+0.01: -4.080e-06, eps+0.02: -1.631e-05 1/bohr; order 1.999
Pseudopotential: full background, d = 25.83995
  V(0) = 49.3162 hartree, background B = 0.263811 bohr
  E (hartree): -0.2010, 7.7153, 25.3937
  g (hartree bohr): 0.8799, 1.2359, 0.8601
  L error (1/bohr) at eps-0.2: -3.250e-04, eps+0.2: 3.912e-04 hartree
  L error at eps+0.01: 4.412e-08, eps+0.02: 3.546e-07 1/bohr; order 3.007
Background (bohr) against radius (bohr): core, above, total
  r=1.2: -0.487464, 0.150044, -0.337420
  r=1.6: -0.174836, 0.221480, 0.046644
  r=2.0: -0.031605, 0.295417, 0.263811
  r=2.4: -0.005872, 0.374791, 0.368919
  r=2.8: -0.001170, 0.458561, 0.457392
least radius for a second-order match: 1.5505 bohr
```
